# Film Thickness on a Rotating Wafer in a Depleting Gas Flow: verification in Python

```python
# Result under test: a wafer turning about its centre in a deposition rate
#   G(x) = G_c exp(-x/L)   (x along the flow, x = 0 at the wafer centre)
# grows a film with thickness ratio h(r)/h(0) = I0(r/L), so that the edge is
# 6.3 per cent thicker than the centre for R = 5 cm and L = 10 cm.
# Symbols: R wafer radius, L decay length, a = R/L, I0 and I1 modified Bessel
# functions, U mean gas speed, H channel height, D precursor diffusivity,
# lam lowest eigenvalue of the channel problem, L = U H^2/(lam D),
# lam2 and L2 the same for the second mode, which lives in the entrance region.
# Lengths in cm and times in s unless a name says otherwise.
import math
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import iv, modstruve

# ---------- inputs: round, rough values for low-pressure epitaxy ----------
R, L = 5.0, 10.0
a = R / L
rate_nm_h = 2000.0
growth_min = 30.0
rpm = 10.0
pressure_torr = 76.0
temperature = 1000.0
H = 2.0
D = 3.0 * 760.0 / pressure_torr      # diffusivity scales as 1/pressure
nu = 8.0 * 760.0 / pressure_torr     # kinematic viscosity likewise
centre_from_start = 10.0             # absorbing floor starts this far upstream
far_centre = 20.0                    # comparison: wafer further downstream
beta = 0.02                          # rate drop at y = R across the flow
edge_cooling = 5.0                   # K
turns = rpm * growth_min
omega = 2 * math.pi * rpm / 60


def circle_average(f):
    return quad(f, 0, 2 * math.pi, epsabs=1e-12)[0] / (2 * math.pi)


def grown_thickness(radius, start_angle, number_of_turns):
    """Film in nm, by adding up the growth along the path of a wafer point."""
    steps = int(round(120 * number_of_turns))
    duration = number_of_turns * 60 / rpm
    dt = duration / steps
    t = (np.arange(steps) + 0.5) * dt
    x = radius * np.cos(start_angle + omega * t)
    return np.sum(rate_nm_h / 3600 * np.exp(-x / L)) * dt


# ---------- main result: time integration against the series ----------
terms = [(a * a / 4) ** k / math.factorial(k) ** 2 for k in range(8)]
ratio = sum(terms)
excess = ratio - 1
h_centre = grown_thickness(0.0, 0.0, turns)
angles = np.arange(24) * 2 * math.pi / 24
h_edge_all = np.array([grown_thickness(R, p, turns) for p in angles])
h_edge = h_edge_all.mean()
assert np.ptp(h_edge_all) / h_edge < 1e-9
assert abs(h_edge / h_centre - ratio) < 1e-9
assert abs(iv(0, a) - ratio) < 1e-12
assert round(100 * (h_edge / h_centre - 1), 1) == 6.3
for radius in (1.0, 2.5, 4.0):
    grown = grown_thickness(radius, 0.7, turns) / h_centre
    assert abs(grown - iv(0, radius / L)) < 1e-9

# ---------- averages of cosine powers, and the role of the odd part ----------
for k in range(1, 5):
    even = circle_average(lambda s: math.cos(s) ** (2 * k))
    formula = math.factorial(2 * k) / (4 ** k * math.factorial(k) ** 2)
    assert abs(even - formula) < 1e-10
    assert abs(circle_average(lambda s: math.cos(s) ** (2 * k - 1))) < 1e-10
remainder_bound = terms[3] / (1 - a * a / 4 / 16)
assert 0 < ratio - sum(terms[:3]) < remainder_bound

# ---------- area mean: integrate the rate over the disc at rest ----------
disc = quad(lambda x: 2 * math.sqrt(R * R - x * x) * math.exp(-x / L), -R, R)[0]
area_mean = 2 * iv(1, a) / a
assert abs(disc / (math.pi * R * R) - area_mean) < 1e-7

# ---------- stopping half a turn late ----------
late_turns = turns + 0.5
late_centre = grown_thickness(0.0, 0.0, late_turns)
late = [grown_thickness(R, p, late_turns) / late_centre for p in angles]
late_shift = modstruve(0, a) / (2 * late_turns)
assert abs(max(late) - ratio - late_shift) < 1e-6

# ---------- rate that also falls off across the flow ----------
cross_shift = -beta * iv(1, a) / a
cross_ratio = circle_average(
    lambda s: (1 - beta * math.sin(s) ** 2) * math.exp(-a * math.cos(s)))
assert abs(cross_ratio - ratio - cross_shift) < 1e-10


# ---------- channel flow: modes, decay lengths and wall-flux strengths ----------
def ceiling_slope(lam, kappa=0.0):
    """Slope at the inert ceiling; kappa = H/L switches on axial diffusion."""
    def rhs(s, f):
        return [f[1], -(6 * lam * s * (1 - s) + kappa ** 2) * f[0]]
    return solve_ivp(rhs, (0, 1), [0.0, 1.0], rtol=1e-9, atol=1e-11).y[1, -1]


def flux_strength(lam):
    """Relative wall flux of a mode at the floor start, for a uniform inlet."""
    def rhs(s, f):
        w = 6 * s * (1 - s)
        return [f[1], -lam * w * f[0], w * f[0] ** 2]
    norm = solve_ivp(rhs, (0, 1), [0.0, 1.0, 0.0], rtol=1e-9, atol=1e-11).y[2, -1]
    return 1 / (lam * norm)


lam = brentq(ceiling_slope, 1.0, 5.0)
lam2 = brentq(ceiling_slope, 10.0, 40.0)
U = lam * D * L / H ** 2
L2 = U * H ** 2 / (lam2 * D)
residence = L / U
peclet = U * H / D
kappa = brentq(lambda q: ceiling_slope(peclet * q, q), 0.1, 0.3)
L_axial = H / kappa
excess_axial = iv(0, R / L_axial) - 1

strength_ratio = flux_strength(lam2) / flux_strength(lam)


def second_share(x):
    """Second-mode wall flux divided by first-mode wall flux."""
    return strength_ratio * math.exp(-x / L2 + x / L)


share_centre = second_share(centre_from_start)
share_leading = second_share(centre_from_start - R)
excess_two_modes = ((iv(0, R / L) + share_centre * iv(0, R / L2))
                    / (1 + share_centre) - 1)

# Independent march of the concentration from a uniform inlet (finite volumes,
# implicit steps): wall flux along x, with the entrance region included.
cells = 200
d_eta = 1 / cells
eta = (np.arange(cells) + 0.5) * d_eta
speed = 6 * U * eta * (1 - eta)
exchange = np.zeros((cells, cells))
for i in range(cells - 1):
    exchange[i, i] += 1
    exchange[i + 1, i + 1] += 1
    exchange[i, i + 1] -= 1
    exchange[i + 1, i] -= 1
exchange[0, 0] += 2                   # absorbing floor half a cell away
exchange *= D / (H * d_eta) ** 2
dx = 0.005
step_matrix = np.linalg.inv(np.diag(speed / dx) + exchange)
conc = np.ones(cells)
x_march = np.arange(1, int(round((far_centre + R) / dx)) + 2) * dx
flux = np.empty(len(x_march))
for i in range(len(x_march)):
    conc = step_matrix @ (speed / dx * conc)
    flux[i] = D * conc[0] / (H * d_eta / 2)


def wall_flux(x):
    return np.interp(x, x_march, flux)


def marched_excess(centre):
    """Edge excess of a rotating wafer in the marched wall flux."""
    fine = (np.arange(720) + 0.5) * 2 * math.pi / 720
    return wall_flux(centre + R * np.cos(fine)).mean() / wall_flux(centre) - 1


L_march = 2.0 / math.log(wall_flux(centre_from_start - 1)
                         / wall_flux(centre_from_start + 1))
excess_march = marched_excess(centre_from_start)
excess_far = marched_excess(far_centre)
assert abs(L_march / L - 1) < 0.005
# The first-order implicit steps shift the excess by up to about 1e-4.
assert abs(excess_march - excess_two_modes) < 3e-4
assert abs(excess_far - excess) < 3e-4

# ---------- remaining sizes ----------
rim_speed = omega * R
drag_ratio = rim_speed / U
cooling_shift = -0.75 * edge_cooling / temperature
reynolds = U * H / nu

print(f"wafer radius R = {R:.0f} cm, decay length L = {L:.0f} cm")
print(f"a = R/L = {a:.2f}")
print(f"centre growth rate = {rate_nm_h:.0f} nm/h")
print(f"growth time = {growth_min:.0f} min")
print(f"rotation = {rpm:.0f} turns/min, total {turns:.0f} turns")
for k in range(4):
    print(f"series term k={k}: {terms[k]:.8f}")
print(f"bound on remainder after k=2: {remainder_bound:.2e}")
print(f"edge/centre ratio I0(a) = {ratio:.6f}")
print(f"edge excess = {100 * excess:.3f} per cent")
print(f"leading estimate a^2/4 = {100 * a * a / 4:.2f} per cent")
print(f"edge/centre ratio by time integration = {h_edge / h_centre:.6f}")
print(f"centre thickness = {h_centre:.1f} nm")
print(f"edge thickness = {h_edge:.1f} nm")
print(f"edge minus centre = {h_edge - h_centre:.1f} nm")
print(f"area mean/centre = {area_mean:.5f}")
print(f"at rest, leading edge/centre = {math.exp(a):.4f}")
print(f"at rest, trailing edge/centre = {math.exp(-a):.4f}")
for other in (9.0, 11.0, 20.0):
    print(f"edge excess for L = {other:.0f} cm: "
          f"{100 * (iv(0, R / other) - 1):.2f} per cent")
print(f"pressure = {pressure_torr:.0f} Torr, temperature = {temperature:.0f} K")
print(f"channel height H = {H:.0f} cm, diffusivity D = {D:.0f} cm2/s")
print(f"kinematic viscosity = {nu:.0f} cm2/s")
print(f"eigenvalues: lowest {lam:.4f}, second {lam2:.3f}")
print(f"mean gas speed U = {U:.1f} cm/s")
print(f"residence time L/U = {1000 * residence:.1f} ms")
print(f"Reynolds number U H/nu = {reynolds:.2f}")
print(f"floor start to wafer centre = {centre_from_start:.0f} cm")
print(f"decay length at wafer centre, marched = {L_march:.3f} cm")
print(f"decay length of second mode = {L2:.3f} cm")
print(f"second/first mode flux at floor start = {strength_ratio:.3f}")
print(f"second/first mode flux at leading edge = {share_leading:.5f}")
print(f"second/first mode flux at wafer centre = {share_centre:.2e}")
print(f"edge excess, two modes = {100 * excess_two_modes:.2f} per cent")
print(f"edge excess, marched = {100 * excess_march:.2f} per cent")
print(f"entrance region adds {100 * (excess_two_modes - excess):+.2f} points")
print(f"edge excess, marched, centre at {far_centre:.0f} cm = "
      f"{100 * excess_far:.2f} per cent")
print(f"decay length with axial diffusion = {L_axial:.3f} cm")
print(f"edge excess with axial diffusion = {100 * excess_axial:.2f} per cent")
print(f"late stop by half a turn: at most {100 * late_shift:+.3f} points")
print(f"cross-flow drop beta = {100 * beta:.0f} per cent at y = R")
print(f"its shift of the edge excess = {100 * cross_shift:+.2f} points")
print(f"rim speed = {rim_speed:.2f} cm/s")
print(f"rim speed/gas speed = {drag_ratio:.4f}, squared {drag_ratio ** 2:.1e}")
print(f"edge colder by {edge_cooling:.0f} K: rate change up to "
      f"{100 * cooling_shift:+.2f} per cent")
print("tests ok")
```

Running it gives:

```
wafer radius R = 5 cm, decay length L = 10 cm
a = R/L = 0.50
centre growth rate = 2000 nm/h
growth time = 30 min
rotation = 10 turns/min, total 300 turns
series term k=0: 1.00000000
series term k=1: 0.06250000
series term k=2: 0.00097656
series term k=3: 0.00000678
bound on remainder after k=2: 6.81e-06
edge/centre ratio I0(a) = 1.063483
edge excess = 6.348 per cent
leading estimate a^2/4 = 6.25 per cent
edge/centre ratio by time integration = 1.063483
centre thickness = 1000.0 nm
edge thickness = 1063.5 nm
edge minus centre = 63.5 nm
area mean/centre = 1.03158
at rest, leading edge/centre = 1.6487
at rest, trailing edge/centre = 0.6065
edge excess for L = 9 cm: 7.87 per cent
edge excess for L = 11 cm: 5.23 per cent
edge excess for L = 20 cm: 1.57 per cent
pressure = 76 Torr, temperature = 1000 K
channel height H = 2 cm, diffusivity D = 30 cm2/s
kinematic viscosity = 80 cm2/s
eigenvalues: lowest 2.4304, second 23.591
mean gas speed U = 182.3 cm/s
residence time L/U = 54.9 ms
Reynolds number U H/nu = 4.56
floor start to wafer centre = 10 cm
decay length at wafer centre, marched = 9.992 cm
decay length of second mode = 1.030 cm
second/first mode flux at floor start = 0.656
second/first mode flux at leading edge = 0.00844
second/first mode flux at wafer centre = 1.09e-04
edge excess, two modes = 6.60 per cent
edge excess, marched = 6.60 per cent
entrance region adds +0.25 points
edge excess, marched, centre at 20 cm = 6.34 per cent
decay length with axial diffusion = 10.157 cm
edge excess with axial diffusion = 6.15 per cent
late stop by half a turn: at most +0.054 points
cross-flow drop beta = 2 per cent at y = R
its shift of the edge excess = -1.03 points
rim speed = 5.24 cm/s
rim speed/gas speed = 0.0287, squared 8.3e-04
edge colder by 5 K: rate change up to -0.38 per cent
tests ok
```
